# Band filling and the absorption onset with and without wavevector conservation: verification in Python

```python
"""
Band filling and the optical absorption onset, with and without wavevector
conservation.

Result under test (EF = Fermi energy above the conduction-band edge):
  vertical transitions:        onset = gap + EF*(1 + mc/mv)
  wavevectors mixed by disorder: onset = gap + EF
mc, mv = conduction and valence masses; n = electron density.
The lattice model has one conduction and one valence orbital per site, and
light couples the two orbitals on the same site. Lattice energies are in units
of the conduction hopping. Other energies are in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaincc

rng = np.random.default_rng(12)

# ---------- lattice: onset from diagonalization ----------
side = 10
sites = side**3
ring = 2*np.eye(side) - np.roll(np.eye(side), 1, 0) - np.roll(np.eye(side), -1, 0)
one = np.eye(side)
kinetic = (np.kron(np.kron(ring, one), one) + np.kron(np.kron(one, ring), one)
           + np.kron(np.kron(one, one), ring))
valence_ratio = 0.5      # valence hopping / conduction hopping = mc/mv
filled = 27              # closed shells of the clean lattice


def box_disorder(width):
    return np.diag(width*(rng.random(sites) - 0.5))


def strengths(vec_c, vec_v):
    """Squared overlaps times the number of sites; one means full mixing."""
    return sites*(vec_c.T @ vec_v)**2


def onset(cond, val, occupied):
    """Smallest energy difference of a coupled pair with empty final state."""
    allowed = strengths(cond[1], val[1]) > 0.01
    allowed[:occupied] = False
    return (cond[0][:, None] - val[0][None, :])[allowed].min()


def filling_shift(cond, val):
    return onset(cond, val, filled) - onset(cond, val, 0)


clean_c = np.linalg.eigh(kinetic)
clean_v = np.linalg.eigh(-valence_ratio*kinetic)
fermi_clean = clean_c[0][filled] - clean_c[0][0]
shift_clean = filling_shift(clean_c, clean_v)
assert abs(shift_clean/fermi_clean - (1 + valence_ratio)) < 1e-8

# Strong valence disorder and moderate conduction disorder, three samples
width_c, width_v = 2.0, 30.0
ratios, mixing = [], []
for sample in range(3):
    dis_c = np.linalg.eigh(kinetic + box_disorder(width_c))
    dis_v = np.linalg.eigh(-valence_ratio*kinetic + box_disorder(width_v))
    fermi_dis = dis_c[0][filled] - dis_c[0][0]
    ratios.append(filling_shift(dis_c, dis_v)/fermi_dis)
    mixing.append(strengths(dis_c[1][:, filled:filled + 30],
                            dis_v[1][:, -40:]).mean())
    assert abs(ratios[-1] - 1) < 0.1      # finite level spacing
    assert 0.5 < mixing[-1] < 3.0         # order one, not order 1/sites

# Mixing in the valence band alone
shift_val_only = filling_shift(clean_c, dis_v)/fermi_clean
assert abs(shift_val_only - 1) < 0.1

# Control: disorder that leaves both bands with common eigenfunctions
width_common = 6.0
common = kinetic + box_disorder(width_common)
com_c = np.linalg.eigh(common)
com_v = np.linalg.eigh(-valence_ratio*common)
shift_common = filling_shift(com_c, com_v)/(com_c[0][filled] - com_c[0][0])
assert abs(shift_common - (1 + valence_ratio)) < 1e-6

# Weak disorder: coupling of the valence edge to the first empty shell
pattern = box_disorder(1.0)
weak_widths = (0.05, 0.10)
weak = []
for width in weak_widths:
    weak_v = np.linalg.eigh(-valence_ratio*kinetic + width*pattern)
    weak.append(strengths(clean_c[1][:, filled:filled + 6],
                          weak_v[1][:, -1:]).mean())
first_order = sites*np.mean(
    (clean_c[1][:, filled:filled + 6].T @ (weak_widths[0]*np.diag(pattern))
     / np.sqrt(sites)/(valence_ratio*fermi_clean))**2)
assert abs(weak[1]/weak[0] - 4) < 0.3
assert abs(weak[0]/first_order - 1) < 0.15   # higher orders in the disorder

# ---------- joint densities of states ----------


def joint_mixed(x, fermi):
    """Closed form of the integral of sqrt(e*(x-e)) from fermi to x."""
    theta = np.arcsin(np.sqrt(fermi/x))
    return x**2/4*(np.pi/2 - theta + np.sin(4*theta)/4)


draws = 2_000_000
e_c = (rng.uniform(-1, 1, (draws, 3))**2).sum(axis=1)
e_v = (rng.uniform(-1, 1, (draws, 3))**2).sum(axis=1)
counted = np.mean((e_c > 0.3) & (e_c + e_v < 1.0))
expected = (np.pi/4)**2*quad(lambda x: joint_mixed(x, 0.3), 0.3, 1.0)[0]
assert abs(counted/expected - 1) < 0.02
counted0 = np.mean(e_c + e_v < 1.0)
assert abs(counted0/((np.pi/4)**2*np.pi/24) - 1) < 0.02
near = quad(lambda e: np.sqrt(e*(0.301 - e)), 0.3, 0.301)[0]
assert abs(near/(2/3*np.sqrt(0.3)*0.001**1.5) - 1) < 0.01
# Vertical case: finite step, height from sqrt(EF)
step = np.mean((e_c > 0.3) & (1.5*e_c < 0.45 + 0.03))/0.03
assert abs(step/(np.pi/4*np.sqrt(0.3)/1.5) - 1) < 0.05

# ---------- worked example ----------
gap, mass_c, mass_v, mass_v_light = 3.1, 0.34, 2.0, 0.5
density_cm3, mobility_cm2, permittivity = 1e20, 15.0, 10.0
tail, temperature = 0.10, 300.0
density = density_cm3*1e-21                                   # nm^-3
kin = const.hbar**2/(2*const.m_e)/const.e*1e18                # eV nm^2
coulomb = const.e/(4*np.pi*const.epsilon_0)*1e9               # eV nm
hc = const.h*const.c/const.e*1e9                              # eV nm
kT = const.k*temperature/const.e


def fermi_energy(dens):
    return kin/mass_c*(3*np.pi**2*dens)**(2/3)


k_f = (3*np.pi**2*density)**(1/3)
e_f = fermi_energy(density)
box = 60.0
m = np.arange(-16, 17)
grid2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
states = 2*np.sum(kin/mass_c*(2*np.pi/box)**2*grid2 < e_f)
assert abs(states/box**3/density - 1) < 0.03                  # discrete shells

valence_term = e_f*mass_c/mass_v
valence_light = e_f*mass_c/mass_v_light
onset_mixed = gap + e_f
onset_vertical = onset_mixed + valence_term


def tauc_shift(low, high):
    """Intercept of a straight line through sqrt(J), window above threshold."""
    x = e_f + np.linspace(low, high, 101)
    slope, offset = np.polyfit(x, np.sqrt(joint_mixed(x, e_f)), 1)
    return -offset/slope


tauc_near, tauc_far = tauc_shift(0.1, 0.5), tauc_shift(0.5, 1.5)
assert 0 < tauc_far < tauc_near < e_f

# Shift at fixed absorption inside an exponential valence tail
tail_shift = -tail*np.log(gammaincc(1.5, e_f/tail))


def tail_absorption(x, fermi):
    return quad(lambda e: np.sqrt(e)*np.exp((x - e)/tail), fermi, fermi + 5)[0]


level = tail_absorption(-0.1, e_f)
x_empty = brentq(lambda x: tail_absorption(x, 0.0)/level - 1, -2, 0)
assert abs((-0.1 - x_empty) - tail_shift) < 1e-5
assert tail_shift < e_f

# ---------- neglected effects ----------
kappa = np.sqrt(4*np.pi*coulomb/permittivity*1.5*density/e_f)


def screened_exchange(screen):
    """Exchange lowering of a state at the Fermi wavevector."""
    def shell(k):
        return k/(2*k_f)*np.log(((k_f + k)**2 + screen**2)
                                / ((k_f - k)**2 + screen**2))
    return coulomb/(np.pi*permittivity)*quad(shell, 0, k_f, limit=200)[0]


bare = coulomb*k_f/(np.pi*permittivity)
assert abs(screened_exchange(1e-4)/bare - 1) < 1e-2
exchange = screened_exchange(kappa)
correlation = coulomb*kappa/permittivity      # both bands, half from each
narrowing = exchange + correlation

rms_potential = coulomb/permittivity*np.sqrt(2*np.pi*density/kappa)
fourier = density/(2*np.pi**2)*quad(
    lambda q: q**2*(4*np.pi*coulomb/permittivity/(q**2 + kappa**2))**2,
    0, np.inf)[0]
assert abs(fourier/rms_potential**2 - 1) < 1e-6

tau = mobility_cm2*1e-4*mass_c*const.m_e/const.e
broadening = const.hbar/tau/const.e
path = const.hbar*k_f*1e9/(mass_c*const.m_e)*tau*1e9          # nm

nonpar = (np.sqrt(1 + 4*e_f/gap) - 1)/(2/gap)  # E*(1+E/gap) = parabolic E
assert abs(nonpar*(1 + nonpar/gap) - e_f) < 1e-12


def excess(mu):
    total = quad(lambda e: np.sqrt(e)/(np.exp((e - mu)/kT) + 1), 0, e_f + 1,
                 points=[e_f], limit=200)[0]
    return total - 2/3*e_f**1.5


mu_T = brentq(excess, 0.0, 2*e_f)
assert abs(mu_T/(e_f*(1 - np.pi**2/12*(kT/e_f)**2)) - 1) < 0.01

# ---------- output ----------
print("LATTICE MODEL (energies in conduction hopping)")
print(f"sites {sites}, filled conduction states {filled}, mc/mv {valence_ratio}")
print(f"clean: Fermi energy {fermi_clean:.4f}, onset shift {shift_clean:.4f}")
print(f"clean: shift/EF = {shift_clean/fermi_clean:.4f}")
print(f"disorder widths: conduction {width_c}, valence {width_v}")
print("disordered: shift/EF, 3 samples =", *[f"{r:.3f}" for r in ratios])
print("disordered: mean strength, 3 samples =", *[f"{s:.2f}" for s in mixing])
print(f"valence disorder only: shift/EF = {shift_val_only:.3f}")
print(f"common eigenfunctions, width {width_common}: shift/EF = {shift_common:.4f}")
for width, value in zip(weak_widths, weak):
    print(f"weak valence disorder width {width:.2f}: strength {value:.3e}")
print(f"ratio of the two weak strengths = {weak[1]/weak[0]:.3f}")
print(f"first-order strength at width {weak_widths[0]:.2f} = {first_order:.3e}")
print("EXAMPLE INPUTS (rough, amorphous In-Ga-Zn oxide regime)")
print(f"gap {gap} eV, mc {mass_c} m0, density {density_cm3:.1e} cm^-3")
print(f"comparison crystal mv {mass_v} m0; light case {mass_v_light} m0")
print(f"mobility {mobility_cm2} cm2/Vs, static permittivity {permittivity}")
print(f"valence tail energy {tail} eV, temperature {temperature} K")
print("EXAMPLE RESULTS")
print(f"Fermi wavevector = {k_f:.3f} nm^-1")
print(f"Fermi energy = shift without k conservation = {e_f:.3f} eV")
print(f"valence term, mv {mass_v} m0 = {valence_term:.3f} eV")
print(f"valence term, mv {mass_v_light} m0 = {valence_light:.3f} eV")
print(f"vertical shift, mv {mass_v} m0 = {e_f + valence_term:.3f} eV")
print(f"vertical shift, mv {mass_v_light} m0 = {e_f + valence_light:.3f} eV")
print(f"onset, empty band = {gap:.3f} eV = {hc/gap:.1f} nm")
print(f"onset, mixed k = {onset_mixed:.3f} eV = {hc/onset_mixed:.1f} nm")
print(f"onset, vertical = {onset_vertical:.3f} eV = {hc/onset_vertical:.1f} nm")
print(f"Tauc shift, window 0.1-0.5 eV above threshold = {tauc_near:.3f} eV")
print(f"Tauc shift, window 0.5-1.5 eV above threshold = {tauc_far:.3f} eV")
print(f"shift at fixed absorption in the tail = {tail_shift:.3f} eV")
for d in (1e19, 1e20, 3e20):
    ef_d = fermi_energy(d*1e-21)
    print(f"n {d:.0e} cm^-3: mixed {ef_d:.3f} eV, "
          f"vertical {ef_d*(1 + mass_c/mass_v):.3f} eV")
print("NEGLECTED EFFECTS")
print(f"inverse screening length = {kappa:.3f} nm^-1")
print(f"gap narrowing: exchange {exchange:.3f} eV, correlation {correlation:.3f} eV")
print(f"gap narrowing, total static estimate = {narrowing:.3f} eV")
print(f"filling shift minus narrowing, mixed k = {e_f - narrowing:.3f} eV")
print(f"rms potential of random donors = {rms_potential:.3f} eV")
print(f"scattering time {tau*1e15:.2f} fs, hbar/tau = {broadening:.3f} eV")
print(f"mean free path {path:.2f} nm, kF times path = {k_f*path:.2f}")
print(f"Fermi energy with nonparabolic band = {nonpar:.3f} eV")
print(f"kT = {kT:.4f} eV, chemical potential at 300 K = {mu_T:.3f} eV")
print("every check passed")
```

Output:

```
LATTICE MODEL (energies in conduction hopping)
sites 1000, filled conduction states 27, mc/mv 0.5
clean: Fermi energy 1.3820, onset shift 2.0729
clean: shift/EF = 1.5000
disorder widths: conduction 2.0, valence 30.0
disordered: shift/EF, 3 samples = 1.000 1.000 1.000
disordered: mean strength, 3 samples = 1.68 1.78 1.88
valence disorder only: shift/EF = 1.000
common eigenfunctions, width 6.0: shift/EF = 1.5000
weak valence disorder width 0.05: strength 1.759e-04
weak valence disorder width 0.10: strength 7.051e-04
ratio of the two weak strengths = 4.009
first-order strength at width 0.05 = 1.755e-04
EXAMPLE INPUTS (rough, amorphous In-Ga-Zn oxide regime)
gap 3.1 eV, mc 0.34 m0, density 1.0e+20 cm^-3
comparison crystal mv 2.0 m0; light case 0.5 m0
mobility 15.0 cm2/Vs, static permittivity 10.0
valence tail energy 0.1 eV, temperature 300.0 K
EXAMPLE RESULTS
Fermi wavevector = 1.436 nm^-1
Fermi energy = shift without k conservation = 0.231 eV
valence term, mv 2.0 m0 = 0.039 eV
valence term, mv 0.5 m0 = 0.157 eV
vertical shift, mv 2.0 m0 = 0.270 eV
vertical shift, mv 0.5 m0 = 0.388 eV
onset, empty band = 3.100 eV = 399.9 nm
onset, mixed k = 3.331 eV = 372.2 nm
onset, vertical = 3.370 eV = 367.9 nm
Tauc shift, window 0.1-0.5 eV above threshold = 0.176 eV
Tauc shift, window 0.5-1.5 eV above threshold = 0.124 eV
shift at fixed absorption in the tail = 0.160 eV
n 1e+19 cm^-3: mixed 0.050 eV, vertical 0.058 eV
n 1e+20 cm^-3: mixed 0.231 eV, vertical 0.270 eV
n 3e+20 cm^-3: mixed 0.481 eV, vertical 0.562 eV
NEGLECTED EFFECTS
inverse screening length = 1.084 nm^-1
gap narrowing: exchange 0.025 eV, correlation 0.156 eV
gap narrowing, total static estimate = 0.181 eV
filling shift minus narrowing, mixed k = 0.050 eV
rms potential of random donors = 0.110 eV
scattering time 2.90 fs, hbar/tau = 0.227 eV
mean free path 1.42 nm, kF times path = 2.04
Fermi energy with nonparabolic band = 0.216 eV
kT = 0.0259 eV, chemical potential at 300 K = 0.229 eV
every check passed
```
